# Exact Inversion Sampling of Brooks-Herring Scattering Angles, with a Mean Test

An electron crossing a doped semiconductor is deflected by ionised donors. Each donor attracts it through a Coulomb potential that the other electrons screen. A Monte Carlo transport simulation must therefore draw a new direction each time it selects an impurity collision. When the screening length is much longer than the electron's reduced wavelength, most deflections are small, but the rare large ones supply a share of the momentum loss far above their share of the collisions, so the sampler must be right in both ranges.

## Scheme

Let $k$ be the electron wave number, $L$ the screening length and $b=4k^2L^2$. With $r$ uniform on $[0,1)$, set

$$\cos\theta=1-\frac{2r}{1+b(1-r)},\qquad \phi=2\pi r_2,$$

where $r_2$ is a second, independent uniform number. In pseudocode, with $\mathbf n$ the unit vector along the old wave vector:

```
function scatter(n, k, L):
    b = 4*k*k*L*L
    r, r2 = two independent uniforms on [0,1)
    d = 1 + b*(1-r)
    u = r/d                      # (1-cos theta)/2
    w = (1+b)*(1-r)/d            # 1-u
    s = 2*sqrt(u*w)              # sin theta
    h = z_axis if |n.z| < 0.9 else x_axis
    e1 = normalise(cross(n,h))
    e2 = cross(n,e1)
    p = 2*pi*r2
    m = (1-2*u)*n + s*(cos(p)*e1 + sin(p)*e2)
    return normalise(m)
```

The formula inverts the angular law of a particular model: an isotropic parabolic band, elastic scattering by one ion at a time, static linear screening and the first Born approximation. The inversion is exact; the model is not.

## Screening and the angular law

Let $\varphi$ be the electrostatic potential around a singly charged donor, $\varepsilon$ the permittivity of the crystal and $e>0$ the elementary charge. An electron has potential energy $-e\varphi$, so the band edge drops by $e\varphi$ near the donor while the Fermi level stays constant. Let $\mu_F$ be the Fermi level measured from the local band edge; it is negative in a nondegenerate gas. It rises by $e\varphi$, and to first order the electron density rises by $(\partial n/\partial\mu_F)e\varphi$. These electrons carry charge $-e$, and Poisson's equation becomes

$$\nabla^2\varphi=-\frac{e}{\varepsilon}\delta(\mathbf x)+\frac{\varphi}{L^2},\qquad \frac1{L^2}=\frac{e^2}{\varepsilon}\frac{\partial n}{\partial\mu_F}.$$

The solution that vanishes at infinity gives, at distance $\rho$ from the ion,

$$V(\rho)=-e\varphi=-\frac{e^2}{4\pi\varepsilon\rho}e^{-\rho/L}.$$

For a nondegenerate gas $n\propto e^{\mu_F/k_BT}$, hence $\partial n/\partial\mu_F=n/k_BT$ and $L^2=\varepsilon k_BT/(e^2n)$.

The Born approximation needs the Fourier transform at the wave-vector change $\mathbf q=\mathbf k'-\mathbf k$. Integrating over the directions of $\mathbf x$ gives $4\pi\sin(q\rho)/(q\rho)$, so

$$V_q=-\frac{e^2}{\varepsilon q}\int_0^\infty \sin(q\rho)e^{-\rho/L}d\rho
=-\frac{e^2}{\varepsilon}\frac1{q^2+L^{-2}}.$$

The last integral is the imaginary part of $1/(L^{-1}-iq)$, which is $q/(q^2+L^{-2})$.

In a crystal volume $\Omega_c$, the golden rule gives the rate into solid angle $d\Omega$ as $(2\pi/\hbar)|V_q|^2/\Omega_c^2$ times the density of final states of the same spin, $\Omega_c mk/(8\pi^3\hbar^2)$. Dividing by the incident flux $\hbar k/(m\Omega_c)$ yields

$$\frac{d\sigma}{d\Omega}=\frac{m^2|V_q|^2}{4\pi^2\hbar^4}
=\frac{4}{a^2}\frac1{(q^2+L^{-2})^2},\qquad a=\frac{4\pi\varepsilon\hbar^2}{me^2}.$$

Here $m$ is the effective mass and $a$ the effective Bohr radius. At this order the sign of the ion's charge has dropped out, because $V_q$ enters squared; beyond the first Born approximation it returns.

Elastic scattering has $k'=k$, so $q^2=2k^2(1-\cos\theta)$. Define $u=(1-\cos\theta)/2$, which runs from 0 (forward) to 1 (backward). Then $q^2=4k^2u$ and $q^2+L^{-2}=(1+bu)/L^2$. Since $du=\tfrac12\sin\theta\,d\theta$, integrating $d\Omega$ over azimuth leaves $4\pi\,du$: equal intervals of $u$ have equal solid angle. Thus

$$\sigma=\frac{16\pi L^4}{a^2}\int_0^1\frac{du}{(1+bu)^2}
=\frac{16\pi L^4}{a^2(1+b)},$$

because the integral is $b^{-1}[1-1/(1+b)]=1/(1+b)$. The normalised density is therefore

$$p(u)=\frac{1+b}{(1+bu)^2}.$$

## Inversion

The cumulative probability is

$$F(u)=\int_0^u p(u')du'=\frac{1+b}{b}\left(1-\frac1{1+bu}\right)=\frac{(1+b)u}{1+bu}.$$

It rises monotonically from 0 to 1, so $u=F^{-1}(r)$ has the required distribution: the probability that $F^{-1}(r)\le u$ equals the probability that $r\le F(u)$, which is $F(u)$. Setting $F(u)=r$,

$$r+bru=(1+b)u\quad\Rightarrow\quad u=\frac{r}{1+b-br}=\frac r{1+b(1-r)}.$$

With $\cos\theta=1-2u$ this is the sampling formula.

For $b\to0$ it gives $u=r$, isotropic scattering. For $b\to\infty$ at fixed $r<1$ it gives $u\approx r/[b(1-r)]$, so typical angles shrink as $b^{-1/2}$. The median of $1-\cos\theta$, at $r=1/2$, is $2/(2+b)$.

The inversion was tested against the angular integral of $\sin\theta/(q^2+L^{-2})^2$. For $r=0.05$, 0.5, 0.95 and 0.999, and $b=0.1$, 5, 202.09 and $10^4$, the normalised integral up to the sampled angle returned $r$ to within $10^{-8}$.

## The mean and why it matters

Write $M=\langle1-\cos\theta\rangle=2\langle u\rangle$. With $t=1+bu$, so that $u=(t-1)/b$ and $du=dt/b$,

$$M=\frac{2(1+b)}{b^2}\int_1^{1+b}\left(\frac1t-\frac1{t^2}\right)dt
=\frac{2(1+b)}{b^2}\left[\ln(1+b)-\frac b{1+b}\right].$$

For small $b$ the bracket is $b^2/2-2b^3/3+3b^4/4-\dots$, and multiplication by the prefactor gives

$$M=1-\frac b3+\frac{b^2}6+O(b^3).$$

For large $b$, $M\approx2(\ln b-1)/b$. The mean exceeds the median by a factor of about $\ln b-1$, the mark of a long tail.

$M$ fixes the loss of momentum. Averaging the new direction over azimuth removes its transverse part, so one collision multiplies the mean direction by $\langle\cos\theta\rangle=1-M$. In the absence of a field, elastic collisions leave $b$ unchanged. If they occur independently at rate $\Gamma=N_Iv\sigma$, where $N_I$ is the ion density and $v$ the speed, their number in time $t$ is Poisson distributed, and

$$\langle\mathbf n(t)\cdot\mathbf n(0)\rangle=\sum_{j=0}^{\infty}e^{-\Gamma t}\frac{(\Gamma t)^j}{j!}(1-M)^j=e^{-\Gamma Mt},$$

where the left side is the mean projection on the initial direction. The momentum-relaxation rate is $\Gamma M$, not $\Gamma$. A three-dimensional walk using the rotation above, run for one relaxation time at $b=202.09$, gave a mean projection of $0.3680\pm0.0026$; the expected value is $e^{-1}=0.3679$.

## Verifying the sampled mean

A comparison of means needs a standard error. With the same substitution,

$$\langle u^2\rangle=\frac{1+b}{b^3}\int_1^{1+b}\left(1-\frac2t+\frac1{t^2}\right)dt
=\frac{1+b}{b^3}\left[b-2\ln(1+b)+\frac b{1+b}\right].$$

The standard deviation of $1-\cos\theta$ is $s_1=\sqrt{4\langle u^2\rangle-M^2}$, and the mean of $N$ independent samples has standard error $s_1/\sqrt N$. Each row below uses $10^6$ samples; $z$ is the deviation divided by the standard error, and the acceptance condition was $|z|<4$.

| $b$ | analytic $M$ | sampled | $z$ |
|---:|---:|---:|---:|
| 0.10 | 0.968240 | 0.967626 | −1.06 |
| 10.00 | 0.327537 | 0.327204 | −0.83 |
| 202.09 | 0.042951 | 0.042806 | −1.11 |
| 10000 | 0.001642 | 0.001655 | +0.64 |

For large $b$, $\langle u^2\rangle\approx1/b$, so $s_1/M\approx\sqrt b/(\ln b-1)$. The sample size for a fixed relative error thus grows as $b/(\ln b-1)^2$. At $b=202.09$, $s_1=0.13076$, about three times the mean, and a 1% standard error needs $(0.13076/0.042951/0.01)^2\approx93{,}000$ samples. A fixed percentage tolerance without regard to $N$ and $b$ can reject a correct sampler or pass a wrong one.

The error formula was also tested. The means of 1000 batches of 1000 samples scattered by 0.004024, against a predicted 0.004135. The difference is 2.7% of the prediction; for nearly Gaussian batch means, a standard deviation estimated from 1000 values has a relative uncertainty of about $1/\sqrt{2000}=2.2\%$.

A correct mean does not prove a correct distribution. A quantile is a cheap second check: the sampled median at $b=202.09$ was 0.009832, against $2/(2+b)=0.009800$.

## Cost and numerical stability

The polar angle costs one random number, a few multiplications and a division, whatever the value of $b$. The rotation adds square roots and a sine-cosine pair. For comparison, rejection from a uniform distribution in $u$, with acceptance probability $(1+bu)^{-2}$, succeeds with mean probability $1/(1+b)$. At $b=202.09$ that is one trial in 203.

Three details protect the arithmetic.

1. Keep $u$ itself. Forming $\cos\theta=1-2u$ and then recovering $1-\cos\theta$ loses the low digits of a small $u$. The relative loss is of order machine precision divided by $u$: negligible in double precision for the example here, but relevant in single precision or at very large $b$.
2. Near $u=1$ the same loss affects $1-u$. Direct subtraction of the fractions gives
$$1-u=\frac{1+b-br-r}{1+b(1-r)}=\frac{(1+b)(1-r)}{1+b(1-r)},$$
and $\sin\theta=2\sqrt{u(1-u)}$ follows from $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)=2u\cdot2(1-u)$.
3. For small $b$, the closed form of $M$ subtracts two numbers of size $b$ to leave $b^2/2$. At $b=10^{-12}$ it returned 1.00004844 in double precision, even with a logarithm routine designed for arguments near 1; the series returned 1.00000000. Switching to the series below $b=10^{-3}$ leaves a truncation error near $b^3/10=10^{-10}$ at the switch.

The sampler needs no special case at $b=0$. Its denominator is at least 1 for every $r$ in $[0,1)$.

## Worked example: n-type germanium

Take 300 K and $10^{17}\ \mathrm{cm^{-3}}$ of singly ionised donors, with an equal electron density. Rough typical parameters are relative permittivity 16, four conduction valleys, and longitudinal and transverse masses of 1.6 and 0.08 electron masses $m_e$. The isotropic model uses the density-of-states mass of one valley,

$$m=(1.6\times0.08^2)^{1/3}m_e=0.2172\,m_e.$$

The nondegenerate screening formula gives $L=15.12$ nm. An electron with energy $3k_BT/2=38.78$ meV has $k=\sqrt{2mE}/\hbar=0.4701\ \mathrm{nm^{-1}}$, so $kL=7.108$ and

$$b=4(7.108)^2\approx202.1,$$
$$M=\frac{2(203.09)}{(202.09)^2}\left[5.3136-0.9951\right]=0.04295.$$

The median angle is $8.0^\circ$. At $r=0.9$ the angle is $23.8^\circ$, and at $r=0.99$ it is $69.8^\circ$. The tail's share of $M$ follows from $x=1-r$:

$$\int_0^{0.1}\frac{2(1-x)}{1+bx}dx=\frac2b\left[\left(1+\frac1b\right)\ln(1+0.1b)-0.1\right]=0.0294.$$

This is 68.4% of $M$: the widest tenth of the deflections supplies about two thirds of the momentum loss.

With $a=3.899$ nm,

$$\sigma=\frac{16\pi(15.119)^4}{(3.899)^2(203.09)}\ \mathrm{nm^2}\approx851\ \mathrm{nm^2}.$$

The speed is $v=\hbar k/m=2.506\times10^5$ m/s, so $\Gamma=N_Iv\sigma=21.3\ \mathrm{ps^{-1}}$ ($2.13\times10^{13}\ \mathrm{s^{-1}}$). The momentum-relaxation rate is $\Gamma M=0.916\ \mathrm{ps^{-1}}$, a time of 1.09 ps. About 23 collisions are needed to relax the direction once.

The parameter $b$ must follow each electron's energy, since $b\propto E$. With $L$ held fixed, $E=k_BT/2$ gives $b=67.4$ and $M=0.0976$, while $E=4k_BT$ gives $b=538.9$ and $M=0.0197$. A table built at one thermal energy would misplace the angles of both electrons.

## Failure modes of the physical model

**Born approximation.** The coupling is $\eta=1/(ka)=0.5455$, which is not small. The exact amplitude for a central potential can be written with phase shifts $\delta_l$ and Legendre polynomials $P_l$ as $f=k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l P_l(\cos\theta)$. Orthogonality of the $P_l$ gives the total cross section

$$\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l.$$

Weighting $|f|^2$ by $1-\cos\theta$ and using $(2l+1)\cos\theta P_l=(l+1)P_{l+1}+lP_{l-1}$ couples neighbouring terms, and the integral over directions becomes

$$\frac{4\pi}{k^2}\sum_l\left[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].$$

Split $2l+1$ into $(l+1)+l$ and shift the index in the second part, so that $\sin^2\delta_l+\sin^2\delta_{l+1}$ appears with weight $l+1$. The identity $\sin^2(A-B)=\sin^2A+\sin^2B-2\sin A\sin B\cos(A-B)$ then gives the momentum-transfer cross section

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),\qquad M=\frac{\sigma_{tr}}{\sigma}.$$

The phase shifts were found by integrating the radial Schrödinger equation. At one hundredth of the actual coupling, averaged over attraction and repulsion to cancel the first correction, $\sigma$ and $\sigma_{tr}$ were 0.99998 and 0.99997 of their Born values. This tests both the prefactor and $M$. At the actual attractive coupling the ratios were 0.882 and 0.990. The Born model therefore overestimates the number of collisions more than the momentum loss, and the exact $M$ for this screened potential and isotropic mass is 0.0482, 12% above the Born value.

This near agreement in $\sigma_{tr}$ belongs to the attractive ion: for a repulsive ion at the same energy the two ratios are 0.798 and 0.800. It also cannot be carried to slow electrons. As $k\to0$, the first-order correction to the wave at the ion, relative to the incident wave, has magnitude

$$\frac{m}{2\pi\hbar^2}\int\frac{|V(\rho)|}{\rho}d^3x=\frac{2}{a}\int_0^\infty e^{-\rho/L}d\rho=\frac{2L}{a}\approx7.8.$$

It should be much less than 1 for this low-energy expansion to be justified. For the attractive ion, the phase shifts give $\sigma_{tr}$ equal to 0.93, 0.83 and 0.59 of its Born value at $E=0.5$, 0.2 and $0.05\,k_BT$. At $k_BT/2$ the exact $M$ is 0.125, against the Born value 0.0976.

**Anisotropic mass.** In a germanium valley, scale each wave-vector component as $k_i=\sqrt{m_i/m}\,\kappa_i$. The energy becomes $\hbar^2\kappa^2/2m$, and final states are uniform on a sphere of $\boldsymbol\kappa$, but

$$q^2=\sum_i\frac{m_i}{m}(\kappa_i-\kappa_i')^2$$

now depends on direction, not on the deflection angle alone. Displace the shell distribution slightly, $f=1+c\hat\kappa_i$, with $\hat\kappa_i=\kappa_i/\kappa$. With $W$ the symmetric transition rate per final state, and angle brackets denoting an average over initial and final directions, exchanging initial and final states gives the initial decay rate

$$\gamma_i=\frac{\langle W(\hat\kappa_i-\hat\kappa_i')^2\rangle}{2\langle\hat\kappa_i^2\rangle},\qquad \langle\hat\kappa_i^2\rangle=\frac13.$$

Here $W$ includes the constant number of states on the shell. Relative to the isotropic model at the same energy and $L$, the total rate is 0.835, the initial decay rate along the valley axis 0.163, and that across it 1.617. These two values belong to the displacement just described; a steady field produces a distribution of another shape. Solving the linearised collision equation on the same shell gives effective rates of 0.140 along the axis and 1.34 across it. An axial displacement enters $q^2$ with weight $1.6/0.2172=7.4$, a transverse one with weight 0.37; large axial changes are therefore suppressed. At this energy and within one valley, the anisotropy changes the momentum loss more than any other effect sized here, and no single adjusted $b$ reproduces the directional law.

**Degeneracy.** The ratio of electron density to the effective density of states is 0.00985. Fermi-Dirac statistics raise $L$ from 15.12 to 15.15 nm and lower $M$ by 0.3%. At fixed temperature the correction grows with electron density, and then $\partial n/\partial\mu_F$ must replace $n/k_BT$.

**Overlapping ions.** A sphere of radius $L$ contains on average 1.45 ions and, at equal density, only 1.45 mobile electrons. That is too few to take a smooth screening cloud for granted, so $L$ itself is uncertain here. The distance between collisions, $1/(N_I\sigma)=11.8$ nm, is shorter than $L$. The total rate cannot be read literally as a count of separate encounters. The momentum loss can be compared with unscreened classical scattering cut off at half the ion spacing, $p_{max}=N_I^{-1/3}/2=10.77$ nm. For impact parameter $p$, Rutherford's relation $\tan(\theta/2)=p_0/p$, with $p_0=e^2/(8\pi\varepsilon E)=1.160$ nm, gives $1-\cos\theta=2p_0^2/(p^2+p_0^2)$ and

$$\sigma_{cut}=\int_0^{p_{max}}\frac{4\pi p\,p_0^2}{p^2+p_0^2}dp=2\pi p_0^2\ln\left(1+\frac{p_{max}^2}{p_0^2}\right).$$

It is 1.035 times the Born value $\sigma M$. Since $p_0=1/(k^2a)$, the Born value is $\sigma M=2\pi p_0^2[\ln(1+b)-b/(1+b)]$, so both results depend on their cutoff length only through a logarithm when that length is large. The logarithm is not large here, so the cutoff still matters: at this energy, doubling $L$ raises the Born momentum loss by 32%, and halving it lowers the loss by 31%. The closeness of the two values is particular to this doping and energy. Both calculations treat ions independently, however, so their agreement does not measure interference or correlation between ions.

**Use for real germanium.** The material values are rough. The density is that of ionised donors: for binding energies of 10 to 14 meV, isolated-donor statistics leave roughly 3 to 11% of the donors neutral, and $N_I^{1/3}a=0.18$ is not far below the Mott criterion of about 0.25. At the example energy, the isotropic-mass assumption causes the largest error among the effects sized here: the initial momentum-loss rates change by factors of 0.16 to 1.6, depending on direction within a valley. Averaging over the valleys hides much of this: weighted as $\tau_l/m_l+2\tau_t/m_t$, with $\tau_l,m_l$ along and $\tau_t,m_t$ across the valley axis, the steady-field times give 0.90 of the value obtained from the isotropic time and the same two masses. Phonons also scatter electrons at 300 K and need their own rates and angular laws. The 1.09 ps above is therefore an ion-only time at one energy, not a prediction of germanium's mobility. In compensated material $N_I$ exceeds $n$; the ion density then enters $\Gamma$ as the factor $N_I$, while in the screening model used here the mobile charge sets $L$, and through it $\sigma$ and $M$. A single factor $N_I$ treats donors and acceptors alike, which holds only at Born order; at the example energy an acceptor's $\sigma_{tr}$ is about 20% below a donor's.

The numerical output below lists the inputs and results to more digits than the physical model warrants, so that an implementation can be compared with them.

## Table of computed values

```
temperature = 300 K
donor = electron density = 1.0e+17 cm^-3
relative permittivity = 16.0; valleys = 4
masses l, t = 1.6, 0.08 m_e
density-of-states mass = 0.2172 m_e
electron energy = 38.78 meV
screening length L = 15.119 nm
wave number k = 0.4701 nm^-1; kL = 7.108
b = 202.09
effective Bohr radius a = 3.899 nm
coupling eta = 1/(ka) = 0.5455
analytic mean 1-cos = 0.042951
median 1-cos = 0.009800; sampled 0.009832
median angle = 8.03 deg
r = 0.1: 1-cos = 0.001094, theta = 2.68 deg
r = 0.5: 1-cos = 0.009800, theta = 8.03 deg
r = 0.9: 1-cos = 0.084870, theta = 23.78 deg
r = 0.99: 1-cos = 0.655437, theta = 69.84 deg
samples per Monte Carlo mean = 1000000
b | analytic | sampled | standard error | z
0.10 | 0.968240 | 0.967626 | 5.8e-04 | -1.06
10.00 | 0.327537 | 0.327204 | 4.0e-04 | -0.83
202.09 | 0.042951 | 0.042806 | 1.3e-04 | -1.11
10000.00 | 0.001642 | 0.001655 | 2.0e-05 | +0.64
standard deviation of 1-cos = 0.13076
batch-mean scatter, 1000 each = 0.004024
predicted batch scatter = 0.004135
samples for 1% standard error = 92686
share of mean from r > 0.9 = 68.4 %
closed form at b=1e-12 = 1.00004844
series at b=1e-12 = 1.00000000
E = 0.5 kT: b = 67.36, mean = 0.09761
E = 4.0 kT: b = 538.90, mean = 0.01968
walk: mean projection = 0.3680 +- 0.0026
walk: expected exp(-1) = 0.3679
electron speed = 2.506e+05 m/s
Born cross section = 850.7 nm^2
total rate = 21.32 ps^-1
momentum rate = 0.9158 ps^-1
momentum time = 1.092 ps
weak coupling/Born: total 0.99998, transfer 0.99997
full coupling/Born: total 0.882, transfer 0.990
partial-wave mean 1-cos = 0.04818
ellipsoid/isotropic: total 0.835
  momentum: axial 0.163, transverse 1.617
n/Nc = 0.00985; Fermi-Dirac L = 15.145 nm
mean with Fermi-Dirac L = 0.042835
ions in screening sphere = 1.45
mean free path between events = 11.75 nm
half ion spacing = 10.77 nm; p0 = 1.160 nm
cut Rutherford/Born transfer section = 1.035
```
